# Choosing How to Reduce Long Gamma Traces in Four Dimensions

## One trace, two orders of work

Take $\{\gamma^\mu,\gamma^\nu\}=2g^{\mu\nu}$ with metric $(+,-,-,-)$, $\mathrm{tr}\,1=4$, and $\not a=a_\mu\gamma^\mu$. The trace $\mathrm{tr}(\not a\gamma^\mu\not b\gamma_\mu)$ can be found in two ways. Expanding first gives three products of metric tensors, which are then contracted:

$$4\,[a^\mu b_\mu-(a\cdot b)\,g^\mu{}_\mu+a_\mu b^\mu]=4(1-4+1)\,a\cdot b=-8\,a\cdot b .$$

Contracting first uses $\gamma^\mu\not b\gamma_\mu=2\not b-\not b\gamma^\mu\gamma_\mu=-2\not b$, and one product is left: $-2\,\mathrm{tr}(\not a\not b)=-8\,a\cdot b$.

Software that prepares relativistic electron formulas symbolically must know whether to expand or contract first, and in which dimension the indices run. The first choice affects cost. The second affects correctness, because both routes used $g^\mu{}_\mu=4$.

## What full expansion costs

In $\mathrm{tr}(\not a_1\cdots\not a_{2n})$ move $\not a_1$ to the right with $\not a_1\not a_k=2a_1\cdot a_k-\not a_k\not a_1$. Passing $2n-1$ factors leaves the sign $-1$, and cyclicity turns the last term into minus the original trace. Bringing it to the left and halving,

$$\mathrm{tr}(\not a_1\cdots\not a_{2n})=\sum_{k=2}^{2n}(-1)^k(a_1\cdot a_k)\,\mathrm{tr}(\text{the other }2n-2\text{ factors}).$$

The number of terms obeys $T_n=(2n-1)T_{n-1}$ with $T_1=1$, so $T_n=(2n-1)!!$. Each term is a different way of pairing the vectors, so nothing cancels while they are distinct symbols. Sixteen gammas give 2027025 terms.

This is the size of an expanded expression, not a lower bound on the work. If the dot products are numbers, set $A_{ij}=a_i\cdot a_j$ for $i<j$ and $A_{ji}=-A_{ij}$. With anticommuting symbols $\theta_i$ and $\omega=\sum_{i<j}A_{ij}\theta_i\theta_j$, define the Pfaffian by

$$\omega^n/n!=\mathrm{Pf}(A)\,\theta_1\cdots\theta_{2n}.$$

Each pairing occurs $n!$ times in $\omega^n$, and moving $\theta_k$ next to $\theta_1$ gives $(-1)^k$, the sign in the recursion. The trace is therefore $4\,\mathrm{Pf}(A)$. To evaluate it, complete the product:

$$\omega=A_{12}\Big(\theta_1-\sum_{j>2}\tfrac{A_{2j}}{A_{12}}\theta_j\Big)\Big(\theta_2+\sum_{j>2}\tfrac{A_{1j}}{A_{12}}\theta_j\Big)+\omega',$$

$$A'_{ij}=A_{ij}-\frac{A_{1i}A_{2j}-A_{1j}A_{2i}}{A_{12}}\qquad(i,j>2).$$

Since $\omega'$ contains $2n-2$ symbols, $\omega'^n=0$, and $\omega'^{\,n-1}$ already contains all of them, so the shifts of $\theta_1,\theta_2$ drop out. Hence $\mathrm{Pf}A=A_{12}\,\mathrm{Pf}A'$. If $A_{12}=0$, exchange label 2 with a later one, at the cost of a sign; if the whole first row vanishes, so does the Pfaffian. In floating point, exchange at every step so that $|A_{12}|$ is the largest entry of the first row, since division by a small $A_{12}$ loses digits. There are $n$ steps of order $n^2$ operations, so the cost is $O(n^3)$.

## Why four dimensions allow more

Write the gammas in $2\times2$ blocks: $\sigma^\mu=(1,\boldsymbol\sigma)$ at upper right and $\bar\sigma^\mu=(1,-\boldsymbol\sigma)$ at lower left. The matrices $\tau_a=(1,\boldsymbol\sigma)$ satisfy $\mathrm{tr}(\tau_a\tau_b)=2\delta_{ab}$, so any $2\times2$ matrix is $M=\frac12\sum_a\tau_a\mathrm{tr}(\tau_aM)$. Comparing coefficients of $M$, and noting that lowering the index gives $\bar\sigma_\mu=(1,\boldsymbol\sigma)$,

$$\sigma^\mu_{ij}\,\bar\sigma_{\mu,kl}=2\delta_{il}\delta_{jk}. \tag{1}$$

Let $\epsilon_{12}=-\epsilon_{21}=1$, so $\epsilon^{-1}=\epsilon^T=-\epsilon$. For a $2\times2$ matrix the adjugate is

$$\mathrm{adj}\,M=\epsilon M^T\epsilon^{-1}=\mathrm{tr}M-M .$$

It reverses products and exchanges $\sigma^\mu$ with $\bar\sigma^\mu$. Substituting $\sigma_\mu=\epsilon\bar\sigma_\mu^T\epsilon^{-1}$ into (1),

$$\sigma^\mu_{ij}\sigma_{\mu,kl}=2\epsilon_{ki}(\epsilon^{-1})_{jl}=2\epsilon_{ik}\epsilon_{jl}, \tag{2}$$

and the same holds for two $\bar\sigma$, since both spatial signs change. A contraction thus reconnects spinor indices and leaves no sum behind.

The Chisholm identities follow. Let $S^R$ be $S$ in reverse order. For odd $S$ with lower-left block $S_-$, the upper-right block of $\gamma^\mu S\gamma_\mu$ is

$$\sigma^\mu S_-\sigma_\mu=2\epsilon S_-^T\epsilon=-2\epsilon S_-^T\epsilon^{-1}=-2\,\mathrm{adj}\,S_- ,$$

which is $-2$ times the upper-right block of $S^R$. The other block works alike, so

$$\gamma^\mu S\gamma_\mu=-2S^R\quad(S\text{ odd}).$$

One more vector is handled by $\not a\gamma_\mu=2a_\mu-\gamma_\mu\not a$:

$$\gamma^\mu S\not a\gamma_\mu=2\not aS-(\gamma^\mu S\gamma_\mu)\not a=2(\not aS+S^R\not a).$$

For even $S$ with diagonal blocks $S_L,S_R$, (1) gives $\gamma^\mu S\gamma_\mu=\mathrm{diag}(2\,\mathrm{tr}S_R,\,2\,\mathrm{tr}S_L)$. With $\gamma^5=i\gamma^0\gamma^1\gamma^2\gamma^3=\mathrm{diag}(-1,1)$ this reads

$$\gamma^\mu S\gamma_\mu=\mathrm{tr}S-\gamma^5\,\mathrm{tr}(\gamma^5S)\quad(S\text{ even}).$$

An index shared by two traces is also removable. For odd $S$ the upper-right block of $\gamma_\mu\mathrm{tr}(\gamma^\mu S)$ is $\sigma_\mu\mathrm{tr}(\sigma^\mu S_-)+\sigma_\mu\mathrm{tr}(\bar\sigma^\mu S_+)$, where $S_+$ is the upper-right block of $S$. By (2) the first term is $2\epsilon S_-^T\epsilon^T=2\,\mathrm{adj}S_-$; by (1) the second is $2S_+$. Thus

$$\gamma_\mu\,\mathrm{tr}(\gamma^\mu S)=2(S+S^R)\quad(S\text{ odd}).$$

## Kahane's algorithm as a walk

When contractions overlap, all the reconnections can be made together. Number the gammas $1,\dots,N$ and the junctions $0,\dots,N$, with gamma $k$ between junctions $k-1$ and $k$. Call uncontracted gammas free. For a contracted pair at positions $p$ and $q$:

- If $q-p$ is odd, the blocks are of opposite kind and (1) applies. The left side of each gamma joins the right side of the other, and the walker keeps direction.
- If $q-p$ is even, (2) applies. Left joins left, right joins right, and the walker turns round.

**Signs.** The tensor in (2) is $\epsilon$ read from the lower position to the higher, and $\epsilon^T=-\epsilon$ read the other way. A forward-to-backward turn is recorded as $\epsilon$, so it has sign $+$ when jumping to a higher position and $-$ otherwise. The later backward-to-forward turn is recorded as $\epsilon^{-1}=-\epsilon$, so its rule is opposite. A free gamma crossed backward contributes a transpose; between $\epsilon$ and $\epsilon^{-1}$ the transpose becomes the other kind of block. The list of free gammas in the order visited is then an ordinary alternating product.

**Lines.** Start forward at junction 0. The walk ends at junction $N$, the only other loose end, and gives an open string $W$. Then start forward from any unvisited junction, and repeat until none remains. These walks close. Each is a two-component trace:

- An empty loop gives $\mathrm{tr}\,1=2$.
- A nonempty loop $E$ gives $\mathrm{tr}E=E+\mathrm{adj}E$, which as a gamma string is $E+E^R$, placed left of $W$.

The trace must be taken in the same block as the left end of $W$. Junctions of equal parity carry the same kind of index, so a loop started at an odd junction first has its first gamma moved to the end. With $P$ contracted pairs,

$$\text{string}=(\text{signs})\;2^P\;2^{\text{empty loops}}\prod_{\text{nonempty}}(E+E^R)\;W. \tag{3}$$

**Size.** Insert the contractions one at a time, letting the line run straight through pairs not yet inserted. Each insertion cuts two connections and rejoins the four ends between the two places. If the cuts lie on different lines, these merge; if they lie on one line, one or two lines result. So each contraction adds at most one loop. A nonempty loop holds at least two free gammas, because crossing a free gamma changes the index kind and the loop must return to its own. With $m$ free gammas, (3) therefore has at most $2^{\min(P,\lfloor m/2\rfloor)}$ strings. Each junction is visited once, so the walking time is linear in $N$. Writing out the product can still take exponentially many strings, which is a reason to keep the loop factors unexpanded.

The result is a matrix identity, so it also holds when the string is multiplied by $\gamma^5$. It was tested on 90 random strings against explicit index sums.

## A sixteen-gamma string by hand

Consider

$$\gamma^\mu\not a\gamma^\nu\not b\gamma^\rho\gamma_\mu\not c\gamma^\lambda\gamma_\nu\not d\gamma_\rho\not e\gamma^\kappa\gamma_\lambda\not f\gamma_\kappa .$$

The contracted positions are $(1,6)$, $(3,9)$, $(5,11)$, $(8,14)$ and $(13,16)$. The first and last pairs have odd separation, the others even. The open line runs as follows.

1. From junction 0, gamma 1 leads to junction 6, still forward. Record $c$.
2. Gamma 8 sends the walker to the left of 14, now backward: sign $+$. Gamma 13 leads to the left of 16, still backward. Record $f$.
3. The right of 14 leads to the right of 8, now forward: the jump is downward, sign $+$.
4. Gamma 9 leads to the left of 3, backward: a downward jump, sign $-$. Record $a$.
5. Gamma 1 leads to the left of 6, still backward. The right of 5 then leads to the right of 11, forward: an upward jump, sign $-$. Record $e$.
6. Gamma 13 leads to junction 16, the end.

So $W=\not c\not f\not a\not e$ with total sign $+$. Junction 3 is unvisited. Going forward from it, record $b$; gamma 5 leads to the left of 11, backward, sign $+$; record $d$; gamma 9 leads to the right of 3, forward, sign $+$. The loop is $bd$. Its start is odd, so it becomes $db$. All junctions are now used, and

$$\text{string}=2^5(\not d\not b+\not b\not d)\not c\not f\not a\not e=64\,(b\cdot d)\,\not c\not f\not a\not e .$$

Written as two six-gamma strings, the trace needs $2\times15=30$ pairings instead of 2027025. Using the anticommutator leaves three:

$$\mathrm{tr}=256\,(b\cdot d)\,[(c\cdot f)(a\cdot e)-(a\cdot c)(e\cdot f)+(c\cdot e)(a\cdot f)].$$

For the vectors with upper-index components $a=(1,3,3,-3)$, $b=(0,-1,1,-3)$, $c=(2,3,-3,2)$, $d=(0,3,1,3)$, $e=(-3,1,2,-3)$ and $f=(2,2,3,0)$, $b\cdot d=11$, $c\cdot f=7$, $a\cdot e=-21$, $a\cdot c=8$, $e\cdot f=-14$, $c\cdot e=3$ and $a\cdot f=-13$. The bracket is $-147+112-39=-74$, and the trace is $256\times11\times(-74)=-208384$, equal to the explicit sum over the five indices.

## The dimension setting

In $D$ dimensions $\gamma^\mu\gamma_\mu=D$. Moving the last vector past $\gamma_\mu$ each time,

$$\gamma^\mu\not a\gamma_\mu=(2-D)\not a,$$

$$\gamma^\mu\not a\not b\gamma_\mu=2\not b\not a-(2-D)\not a\not b=4a\cdot b+(D-4)\not a\not b,$$

$$\gamma^\mu\not a\not b\not c\gamma_\mu=2\not c\not a\not b-4(a\cdot b)\not c-(D-4)\not a\not b\not c=-2\not c\not b\not a+(4-D)\not a\not b\not c .$$

The last step uses $\not a\not b-2a\cdot b=-\not b\not a$. The extra term is harmless at $D=4$. In a dimensionally regularized loop it can multiply a pole $1/(D-4)$ and leave a finite contribution, which the four-dimensional rule would lose. With explicit matrices in $D=6$ and one random choice of vectors, the four-dimensional rule was wrong by 65% of the norm of the correct matrix; the figure depends on the vectors.

## A physical case: two electrons

Let free electrons $p_1,p_2$ scatter into $p_3,p_4$ by exchange of one photon. In atomic units ($\hbar=m=e=1$) use $p=(E/c,\mathbf p)$, so the mass term is $M=c$ and $p^2=M^2$. Define $s=(p_1+p_2)^2$, $t=(p_1-p_3)^2$ and $u=(p_1-p_4)^2$. The amplitude is $4\pi/c$ times

$$\frac{(\bar u_3\gamma^\mu u_1)(\bar u_4\gamma_\mu u_2)}{t}-\frac{(\bar u_4\gamma^\mu u_1)(\bar u_3\gamma_\mu u_2)}{u},$$

up to a phase; the minus sign is that of exchanged fermions. Spin sums $\sum u\bar u=\not p+M$ turn the interference into

$$T_{tu}=\mathrm{tr}[(\not p_3+M)\gamma^\mu(\not p_1+M)\gamma^\nu(\not p_4+M)\gamma_\mu(\not p_2+M)\gamma_\nu].$$

Only even powers of $M$ leave an even number of gammas.

- $M^0$: $\gamma^\mu\not p_1\gamma^\nu\not p_4\gamma_\mu=-2\not p_4\gamma^\nu\not p_1$, then $\gamma^\nu\not p_1\not p_2\gamma_\nu=4p_1\cdot p_2$. The trace is $-32(p_1\cdot p_2)(p_3\cdot p_4)$.
- $M^2$: two momenta remain. Keeping $p_3,p_1$, for instance, $\gamma^\mu\not p_1\gamma^\nu\gamma_\mu=4p_1^\nu$ gives $4\not p_3\not p_1$ and trace $16\,p_1\cdot p_3$. The same two identities give $16\,p_i\cdot p_j$ for each of the other five pairs.
- $M^4$: $\gamma^\mu\gamma^\nu\gamma_\mu\gamma_\nu=-2\gamma^\nu\gamma_\nu=-8$, with trace $-32$.

Momentum conservation gives $p_1\cdot p_2=p_3\cdot p_4=(s-2M^2)/2$, $p_1\cdot p_3=p_2\cdot p_4=(2M^2-t)/2$ and $p_1\cdot p_4=p_2\cdot p_3=(2M^2-u)/2$. With $s+t+u=4M^2$ the six products add to $s-t-u+2M^2=2s-2M^2$. Hence

$$T_{tu}=-8(s-2M^2)^2+32M^2(s-M^2)-32M^4=-8(s-2M^2)(s-6M^2).$$

Full expansion would take $105+6\times15+3=198$ pairings; the walk leaves 13.

The direct term is a product of two traces. The first is $4[p_3^\mu p_1^\nu+p_3^\nu p_1^\mu-g^{\mu\nu}(p_1\cdot p_3-M^2)]$, and the second has $p_4,p_2$ in place of $p_3,p_1$. With $X=p_1\cdot p_3=p_2\cdot p_4$,

$$T_{tt}=16[2(p_1\cdot p_2)^2+2(p_1\cdot p_4)^2-4X(X-M^2)+4(X-M^2)^2].$$

The last two terms equal $-4M^2(X-M^2)=2M^2t$, so

$$T_{tt}=8[(s-2M^2)^2+(u-2M^2)^2+4M^2t],$$

and $T_{uu}$ follows by $t\leftrightarrow u$. In the centre-of-mass frame the flux factor $4|\mathbf p|\sqrt s$ and the two-body phase space $|\mathbf p|\,d\Omega/(16\pi^2\sqrt s)$ give $1/(64\pi^2s)$. Including $(4\pi/c)^2$ and the spin average $1/4$,

$$\frac{d\sigma}{d\Omega}=\frac1{16c^2s}\left[\frac{T_{tt}}{t^2}+\frac{T_{uu}}{u^2}-\frac{2T_{tu}}{tu}\right].$$

For 500000 eV kinetic energy per electron and 60 degrees, $s=4.088\times10^{12}$, $t=-7.610\times10^{11}$ and $u=-2.283\times10^{12}$ eV². The traces are $T_{tt}=1.583\times10^{26}$, $T_{uu}=9.584\times10^{25}$ and $T_{tu}=-7.195\times10^{25}$ eV⁴. The bracket is $273.4+18.4+82.8=374.6$. The prefactor is $3.170\times10^{-12}$ Å², so the cross section is about $1.2\times10^{-9}$ Å²/sr, or $4.2\times10^{-9}$ bohr²/sr. A sum over explicit spinors agrees. This is the one-photon result; radiative corrections and multiple exchange are left out.

Interference adds about $2.6\times10^{-10}$ Å²/sr here, although in this one-photon result it is negative at low energy. The factor $s-6M^2$ explains this. Since $s=4(E/c)^2$, the sign changes at $E=\sqrt{3/2}\,Mc$, a kinetic energy of $0.2247\times510999\approx115000$ eV per electron in the centre-of-mass frame (511000 eV on an electron at rest), at every angle with $tu\ne0$.

For slow electrons $s\to4M^2$, $T_{tt},T_{uu}\to64M^4$ and $T_{tu}\to32M^4$, so $d\sigma/d\Omega\to1/t^2+1/u^2-1/(tu)$. This is first-order Coulomb scattering of unpolarized identical fermions, with $-t=4|\mathbf p|^2\sin^2(\theta/2)$. At 1 eV the two formulas differ by about one part in $10^5$. That checks the leading terms only: without $4M^2t$ in $T_{tt}$ and its counterpart in $T_{uu}$, the difference would still be of order $10^{-5}$. The relativistic terms are tested by the spinor sum above. Nor does the agreement make first order accurate for such slow electrons, whose speed is below one atomic unit. In exact nonrelativistic Coulomb scattering the term $-1/(tu)$ is multiplied by $\cos[\eta\ln\tan^2(\theta/2)]$ with $\eta=1/(2|\mathbf p|)$. At 1 eV and 60 degrees $\eta=1.84$ and the factor is $-0.44$: the interference is then positive, and the cross section is about 1.6 times the first-order value.

## Which choice to make

- **Contracted indices, strictly four dimensions:** reduce first, and keep loop factors unexpanded where possible. Give equal momenta separate names: a vector occurring twice is not a contracted index.
- **No contracted indices, numerical values:** the walk has nothing to remove. If only the dot products are known, use the Pfaffian. If the vector components are known, multiply the $4\times4$ matrices directly; that cost grows only linearly with the number of gammas.
- **Dimensional regularization:** use the $D$-dimensional relations until the poles have been dealt with.
- **Comparing symbolic results:** five vectors in four dimensions are linearly dependent, so the $5\times5$ determinant of products $a_i\cdot b_j$ vanishes. From ten free vectors on, two correct traces without $\gamma^5$ may therefore look different; compare them at numerical momenta.

## Computed values

```
pairings for 2,4,...,12 gammas (count): [1, 3, 15, 105, 945, 10395]
pairings for 16 gammas (count): 2027025
random strings checked (count): 90
random 10-gamma traces checked (count): 24
D=6, relative error of 4D rule (no unit): 0.6466
reduce [mu a b c mu]: -2 * c b a
reduce [mu a b c d mu]: 2 * b c d a + a d c b
reduce [mu a nu b mu c nu]: -4 * c a b + a c b
long string: mu a nu b rho mu c lam nu d rho e kap lam f kap
  open line: c f a e
  loops: ['d b']
  coefficient (no unit): 32
  reduced strings: d b c f a e + b d c f a e
  pairings after reduction (count): 30
  distinct monomials in trace (count): 3
    -256 (a.c) (b.d) (e.f)
    256 (a.e) (b.d) (c.f)
    256 (a.f) (b.d) (c.e)
  vector a (no unit): [1, 3, 3, -3]
  vector b (no unit): [0, -1, 1, -3]
  vector c (no unit): [2, 3, -3, 2]
  vector d (no unit): [0, 3, 1, 3]
  vector e (no unit): [-3, 1, 2, -3]
  vector f (no unit): [2, 2, 3, 0]
  trace, walk (no unit): -208384
  trace, index sum (no unit): -208384
interference, pairings before (count): 198
interference, pairings after (count): 13
kinetic energy per electron: 500000 eV
scattering angle: 60 degrees
electron rest energy: 510999.0 eV
momentum times light speed: 872352.5 eV
s: 4.088476e+12 eV^2
t: -7.609990e+11 eV^2
u: -2.282997e+12 eV^2
T_tu, mass power 0: -1.017443e+26 eV^4
T_tu, mass power 2: 3.198076e+25 eV^4
T_tu, mass power 4: -2.181876e+24 eV^4
T_tt: 1.583403e+26 eV^4
T_uu: 9.584156e+25 eV^4
T_tu: -7.194541e+25 eV^4
direct part: 8.666538e-10 angstrom^2/sr
exchange part: 5.828616e-11 angstrom^2/sr
interference part: 2.625221e-10 angstrom^2/sr
cross section: 1.187462e-09 angstrom^2/sr
cross section: 4.240504e-09 bohr^2/sr
from spinor sum: 1.187462e-09 angstrom^2/sr
ratio to slow limit at 1 eV (no unit): 1.0000098
```
